\section*{Richardson Constants of Silicon for Emission along 100 and 111}

\section*{The problem}

Electrons leave $n$-type silicon for a metal over a Schottky barrier. The conduction band has six minima on the cube axes. Near each one the energy surfaces are ellipsoids, with mass $m_l$ along the axis and $m_t$ in the two directions across it, in units of the free-electron mass. The contact is a plane with unit normal $\mathbf n$ pointing into the metal.

Assume that the barrier top lies inside the silicon, at the same height $\Phi$ above the Fermi level for all valleys; that the potential varies only along $\mathbf n$, so that parallel crystal momentum is conserved; that the arriving electrons are non-degenerate and in equilibrium; and that every electron passing the top is accepted by the metal. The motion is classical.

The algebra is in atomic units ($\hbar=m_0=e=1$), $k$ in the product $kT$ is Boltzmann's constant, and $J$ is the magnitude of the one-way current density.

Data: $m_l=0.92$, $m_t=0.19$, $T=300$ K, $kT=0.02585$ eV, relative permittivity $\epsilon=11.7$, and free-electron Richardson constant $A=120.17$ A/cm$^2$K$^2$. The contact has $\Phi=0.50$ eV, a rough value for titanium on $n$-type silicon, and $N=10^{16}$ cm$^{-3}$ donors. The masses are rounded.

\section*{(a) One valley}

\textit{Find the current from a valley with principal masses $m_1,m_2,m_3$, for any direction $\mathbf n$.}

\textbf{Answer.} Measure $\mathbf k$ from the valley minimum and split it into $k_n$ along $\mathbf n$ and a two-component vector $\mathbf p$ in the contact plane. With $W$ the inverse mass tensor,
\begin{equation}
\varepsilon=\tfrac12W_{nn}k_n^2+k_n\,\mathbf w\cdot\mathbf p+\tfrac12\,\mathbf p\cdot U\mathbf p ,\qquad
v_n=\frac{\partial\varepsilon}{\partial k_n}=W_{nn}k_n+\mathbf w\cdot\mathbf p .
\end{equation}
Here $\mathbf w$ and $U$ are the mixed and in-plane blocks of $W$. Completing the square gives
\begin{equation}
\varepsilon=\frac{v_n^2}{2W_{nn}}+\tfrac12\,\mathbf p\cdot S\mathbf p,\qquad
S=U-\frac{\mathbf w\mathbf w^{T}}{W_{nn}} .
\end{equation}
At the barrier top the occupation is $e^{-(\Phi+\varepsilon)/kT}$. With two spins,
\begin{equation}
J=\frac{2}{(2\pi)^3}\,e^{-\Phi/kT}\int d^2p\int_{v_n>0}dk_n\,v_n\,e^{-\varepsilon/kT}.
\end{equation}
At fixed $\mathbf p$, $dk_n=dv_n/W_{nn}$, so the normal integral is
\begin{equation}
\frac1{W_{nn}}\int_0^\infty dv_n\,v_n\,e^{-v_n^2/(2W_{nn}kT)}=kT .
\end{equation}
The normal mass has cancelled: a lighter electron is faster, but has fewer states per unit of energy. Along the principal axes of $S$, with eigenvalues $s_1,s_2$, the remaining integral is a product of two Gaussians,
\begin{equation}
\int d^2p\,e^{-\mathbf p\cdot S\mathbf p/(2kT)}
=\sqrt{\frac{2\pi kT}{s_1}}\sqrt{\frac{2\pi kT}{s_2}}=\frac{2\pi kT}{\sqrt{\det S}} .
\end{equation}
Subtracting multiples of the first row of $W$ from the others removes $\mathbf w$ from the first column and leaves $S$ in the lower block. The determinant is unchanged, so $\det W=W_{nn}\det S$. Therefore
\begin{equation}
J=m_R\,\frac{(kT)^2}{2\pi^2}\,e^{-\Phi/kT},\qquad
m_R=\frac1{\sqrt{\det S}}=\sqrt{\frac{W_{nn}}{\det W}} .
\end{equation}
In the principal axes of the ellipsoid $W_{nn}=\sum_i n_i^2/m_i$ and $\det W=1/(m_1m_2m_3)$, so
\begin{equation}
m_R=\sqrt{n_1^2m_2m_3+n_2^2m_3m_1+n_3^2m_1m_2}.
\end{equation}
A free electron has $m_R=1$. In SI units its prefactor is $A=4\pi em_0k^2/h^3$, which becomes $1/2\pi^2$ (times $k^2$) when $h=2\pi$. Each valley thus contributes $m_RA$ to the effective constant $A^*$.

\section*{(b) Counting in the bulk, and a geometric reading}

\textit{Show that counting electrons in the bulk, where the band edge lies $V$ below the barrier top, gives the same current. What geometric property of the ellipsoid fixes $m_R$?}

\textbf{Answer.} During the climb $\mathbf p$ and the total energy are conserved. Only $v_n^2/2W_{nn}$ can be spent, since $\frac12\mathbf p\cdot S\mathbf p$ is fixed. An electron passes if $v_n>0$ and $v_n^2/2W_{nn}>V$. With $u=v_n^2/2W_{nn}$, the normal integral becomes $\int_V^\infty du\,e^{-u/kT}=kT\,e^{-V/kT}$. The bulk occupation has the prefactor $e^{-(\Phi-V)/kT}$, and the product is again $kT\,e^{-\Phi/kT}$.

A direct sum over momenta tests this for masses 0.3, 0.5, 0.9, normal along $(1,2,3)$ and $V=kT$. It gives 0.1668 in units of the free-electron flux without a barrier, against $m_R/e=0.1669$ (here $e$ is the base of logarithms).

Now project the surface of energy $\varepsilon$ onto the contact plane. The edge of its shadow is where $v_n=0$, so it is the ellipse $\frac12\mathbf p\cdot S\mathbf p=\varepsilon$, with area
\begin{equation}
\Sigma(\varepsilon)=\pi\sqrt{\frac{2\varepsilon}{s_1}}\sqrt{\frac{2\varepsilon}{s_2}}=2\pi\varepsilon\,m_R .
\end{equation}
The current is fixed by the shadow. The density of states depends instead on the volume of the ellipsoid, through $m_d=(m_lm_t^2)^{1/3}$. Using $6m_d=1.93$ for $A^*/A$ would miss the dependence on direction.

\section*{(c) Six valleys}

\textit{Find $A^*/A$ for silicon along 100, 110 and 111.}

\textbf{Answer.} For the valleys on axis $i$, the coefficient of $n_i^2$ in $m_R^2$ is $m_t^2$, and the other two coefficients are $m_lm_t$. Opposite valleys contribute equally, so with $\sum_in_i^2=1$
\begin{equation}
\frac{A^*}{A}=2\sum_{i=1}^3\sqrt{m_t^2n_i^2+m_lm_t(1-n_i^2)} .
\end{equation}
Along 100, two valleys are seen end-on and four from the side:
\begin{equation}
\frac{A^*_{100}}{A}=2m_t+4\sqrt{m_lm_t}=2(0.19)+4(0.4181)=2.05 .
\end{equation}
Along 111 all six are equivalent, with $n_i^2=1/3$:
\begin{equation}
\frac{A^*_{111}}{A}=\frac6{\sqrt3}\sqrt{m_t^2+2m_lm_t}=6(0.3586)=2.15 .
\end{equation}
Along 110 the sum is $2(0.3247+0.3247+0.4181)=2.14$. Direct momentum sums for the three directions give 2.0532, 2.1347 and 2.1514, against 2.0524, 2.1351 and 2.1514 from the formula. The small differences come from the finite momentum grid and shrink as it is refined.

To two figures the constants are 2.1 and 2.2 times the free-electron value, or $A^*_{100}=247$ and $A^*_{111}=259$ A/cm$^2$K$^2$. Taking $m_l=0.98$ with $m_t$ unchanged gives 2.11 and 2.21. The second figure is nevertheless sensitive to the rounding of the masses: $m_l=0.915$ and $m_t=0.185$ give 2.02 and 2.12. The ratio of the two constants changes less: from 1.048 to 1.049 for these masses, and to 1.051 for $m_l=0.98$.

Two limits check the form. If $m_l=m_t=m$, both results become $6m$, as six spherical valleys require. If $m_l\gg m_t$, they tend to $4\sqrt{m_lm_t}$ and $2\sqrt6\sqrt{m_lm_t}$, whose ratio is $\sqrt{3/2}=1.22$. Silicon's ratio is 1.048.

\section*{(d) The extreme directions}

\textit{Which directions give the greatest and the least $A^*$ when $m_l>m_t$?}

\textbf{Answer.} Put $u_i=n_i^2$, $c=m_t(m_l-m_t)>0$ and $g(u)=\sqrt{m_lm_t-cu}$. Then $A^*/A=2\sum_ig(u_i)$, and
\begin{equation}
g'=-\frac{c}{2g},\qquad g''=\frac{c\,g'}{2g^2}=-\frac{c^2}{4g^3}<0 .
\end{equation}
A concave function averaged over three points does not exceed its value at their mean, so $\sum_ig(u_i)\le3g(1/3)$. This is the 111 value. A concave function also lies on or above its chord, $g(u)\ge(1-u)g(0)+u\,g(1)$. Summing with $\sum_iu_i=1$ gives $\sum_ig(u_i)\ge2g(0)+g(1)$, the 100 value. Every other direction lies between these two. A scan of random directions found values from 2.0524 to 2.1513.

\section*{(e) Saturation current}

\textit{Calculate the saturation current for the two orientations at the same $\Phi$. What change of barrier would have the same effect as the change of orientation?}

\textbf{Answer.} With $e^{-\Phi/kT}=3.984\times10^{-9}$, calculated from the unrounded $kT$,
\begin{align}
J_{100}&=246.6\times300^2\times3.984\times10^{-9}=0.088\ \text{A/cm}^2,\\
J_{111}&=258.5\times300^2\times3.984\times10^{-9}=0.093\ \text{A/cm}^2 .
\end{align}
The free-electron constant would give 0.043 A/cm$^2$. The orientation changes the current by 4.8\% of the 100 value, equivalent to a barrier shift of $kT\ln1.0482=0.0012$ eV. An error of 0.01 eV in $\Phi$ changes the current by a factor $e^{0.01/0.02585}=1.5$, so within this classical model a comparison of two contacts at one temperature reveals the orientation effect only if their barriers agree, or their difference is known, to well within a millielectronvolt.

\section*{(f) What the model neglects}

\textit{At zero bias, estimate the effects of the image force, tunnelling, scattering and non-parabolic bands. Compare them with the orientation effect.}

\textbf{Answer.} \textit{Field.} The band density of states is $N_c=12(m_dkT/2\pi)^{3/2}$, or $2.744\times10^{19}$ cm$^{-3}$. With all donors taken as ionized, the Fermi level lies $kT\ln(N_c/N)=0.205$ eV below the bulk band edge, which leaves a band bending $\psi=0.295$ eV. At local bending $u$ the net charge density is $N(1-e^{-u/kT})$. Multiplying Poisson's equation by the field and integrating over $u$ from 0 to $\psi$ gives, without the negligible $e^{-\psi/kT}$,
\begin{equation}
F^2=\frac{8\pi N}{\epsilon}(\psi-kT),\qquad F=0.029\ \text{MV/cm}.
\end{equation}
This is about a tenth of a rough breakdown field of 0.3 MV/cm.

\textit{Image force.} An electron at distance $x$ from the metal is attracted with force $1/[\epsilon(2x)^2]$, so its potential energy near the contact is $-Fx-1/(4\epsilon x)$, relative to the unlowered top. The maximum is where $F=1/(4\epsilon x^2)$:
\begin{equation}
x_m=\frac1{2\sqrt{\epsilon F}}=3.3\ \text{nm},\qquad
\Delta=2Fx_m=\sqrt{F/\epsilon}=0.019\ \text{eV}.
\end{equation}
If 0.50 eV is the barrier before this lowering, the current rises by $e^{\Delta/kT}=2.1$. If 0.50 eV was inferred from a current at the same field, the lowering is already in it and must not be applied again.

\textit{Tunnelling and reflection.} The curvature at the top has magnitude $1/(2\epsilon x_m^3)=2F/x_m$. For normal mass $m_t$ the associated quantum is $\Omega=\sqrt{2F/(x_mm_t)}=0.0266$ eV. We quote the transmission of a parabolic barrier, $P=1/(1+e^{-2\pi E/\Omega})$, with $E$ measured from the top. Setting $t=e^{2\pi E/\Omega}$ and $s=\Omega/(2\pi kT)<1$,
\begin{equation}
\frac1{kT}\int_{-\infty}^{\infty}dE\,e^{-E/kT}P
=s\int_0^\infty\frac{t^{-s}}{1+t}\,dt=\frac{\pi s}{\sin\pi s}=1.046 .
\end{equation}
Classical motion gives 1. Valleys with a larger normal mass have a smaller $\Omega$ and a factor closer to 1. The value 1.046 is a rough size, because $kT$ exceeds $\Delta$ and the parabola does not describe the whole relevant energy range. It also leaves out reflection where the potential falls steeply beside the metal. In a one-dimensional model with an abrupt free-electron metal, matching the wave function and its slope divided by the mass, this reflection leaves roughly one third to two thirds of the classical current. The value depends on the metal's Fermi energy (taken as 5 to 10 eV), on where the image potential is cut off, and on whether the parallel momentum of the valley is carried into the metal. The reflection also depends on the normal mass, and can cancel or even reverse the 4.8\% orientation effect. The factor 1.046 must therefore not be applied alone.

\textit{Scattering.} In a drift-diffusion description with mobility $\mu$, the net electron flux towards the metal, which $J$ denotes in this paragraph, is $J=-\mu n\,d\zeta/dx$, where $\zeta$ is the quasi-Fermi energy, $x$ here points towards the metal, and $n=N_ce^{(\zeta-E_c)/kT}$. Multiplying by $e^{E_c/kT}$ and integrating at constant $J$ gives
\begin{equation}
J\int e^{E_c/kT}dx=\mu kTN_c\left(e^{\zeta_b/kT}-e^{\zeta_m/kT}\right),
\end{equation}
with $b$ the bulk and $m$ the barrier top. Let $n_0$ be the equilibrium density at the top, and $z=e^{\zeta/kT}$ with $\zeta$ measured from the metal's Fermi level. Then $J=v_Dn_0(z_b-z_m)$, where $v_D=\mu kT/L$ and $L=\int e^{(E_c-E_{\rm top})/kT}dx$. Emission gives $J=v_Rn_0(z_m-1)$, with $v_R=A^*T^2/N_c$. Eliminating $z_m$,
\begin{equation}
J=\frac{v_R}{1+v_R/v_D}\,n_0(z_b-1).
\end{equation}
For a rough $\mu=1200$ cm$^2$/Vs and $L=12$ nm, $v_D=2.6\times10^7$ cm/s. For 100, $v_R=5.05\times10^6$ cm/s, and the current is multiplied by 0.84. However, the mean free path estimated from the mobility is 37 nm, longer than $L$. Drift-diffusion is therefore not reliable in this layer, and the 16\% reduction indicates a size, not a correction to apply.

\textit{Non-parabolic bands.} Let $\varepsilon(1+\alpha\varepsilon)$ equal the quadratic form, with $\alpha=0.5$ eV$^{-1}$. At fixed $\mathbf p$, $v_ndk_n=d\varepsilon$, so the flux is proportional to $\int d\varepsilon\,\Sigma(\varepsilon)e^{-\varepsilon/kT}$, now with $\Sigma=2\pi m_R\varepsilon(1+\alpha\varepsilon)$. Since $\int_0^\infty\varepsilon e^{-\varepsilon/kT}d\varepsilon=(kT)^2$ and $\int_0^\infty\varepsilon^2e^{-\varepsilon/kT}d\varepsilon=2(kT)^3$, the current is multiplied by $1+2\alpha kT=1.026$. A direct momentum sum gives the same factor. It does not depend on direction, so it leaves the ratio between the orientations unchanged.

The image force, if it is not already included in $\Phi$, far outweighs the 4.8\% orientation effect, and so can reflection beside the metal. The other estimates are comparable with the orientation effect or a few times larger. The values of $A^*$, and the difference between the orientations, therefore belong to the classical model and are not predictions for a device. Real titanium contacts may also have interfacial layers, reacted regions and a barrier that varies across the area. These break the assumptions of full acceptance and a single $\Phi$; the factor 1.5 per 0.01 eV in part (e) shows how strongly the second matters.

\section*{(g) Emission into vacuum}

\textit{May the same constants be used for emission from silicon into vacuum? The minima lie at 0.85 of $2\pi/a$, with $a=0.543$ nm.}

\textbf{Answer.} No. Outside, an electron with parallel wavevector $\mathbf k_\parallel$ needs at least the kinetic energy $k_\parallel^2/2$. For an ideal surface $\mathbf k_\parallel$ is conserved up to a surface reciprocal vector, and we take the smallest value available. Consider first electrons that have the parallel wavevector of a minimum. On a 100 surface those of the two end-on valleys have no such threshold, but those of the four side valleys, which supply most of $A^*_{100}$, need 3.69 eV above the vacuum level. On a 111 surface those of all six need 2.46 eV. These values are for unreconstructed surfaces. A reconstruction adds shorter surface reciprocal vectors and can lower them: on a 100 surface with the common $2\times1$ reconstruction, 3.69 eV becomes 1.90 eV.

These energies are not thresholds for emission as a whole. At an ordinary silicon surface the vacuum level lies about 4 eV above the band edge, so the electrons that escape are far from the minima and may have other parallel wavevectors. The ellipsoids do not describe the bands at such energies, which is a second reason not to use the same constants.

There is also a general limit. The outgoing current can be counted in vacuum states, each filled with a probability of at most one times its equilibrium occupation. Since these states have $m_R=1$, the constant for vacuum emission without an applied field cannot exceed $A$, provided the work function is uniform and its value at the temperature of emission is used. A constant read from a plot against $1/T$ can exceed $A$ if the work function falls as the temperature rises. Values above $A$ are possible at the Schottky contact because the barrier top lies in the silicon and the metal is assumed to have states for all the arriving parallel momenta. A metal lacking such states would reduce $A^*$.

\section*{Computed results}
\begin{verbatim}
longitudinal, transverse mass: 0.92, 0.19 (free mass = 1)
free-electron Richardson constant: 120.17 A/cm2K2
100: m_R of x, y, z valleys: 0.1900, 0.4181, 0.4181
100: A*/A formula 2.0524, direct sum 2.0532
110: m_R of x, y, z valleys: 0.3247, 0.3247, 0.4181
110: A*/A formula 2.1351, direct sum 2.1347
111: m_R of x, y, z valleys: 0.3586, 0.3586, 0.3586
111: A*/A formula 2.1514, direct sum 2.1514
100: A* = 246.6 A/cm2K2
100: A*/A with longitudinal mass 0.98: 2.1060
111: A* = 258.5 A/cm2K2
111: A*/A with longitudinal mass 0.98: 2.2140
range of A*/A in random scan: 2.0524 to 2.1513
six times density-of-states mass: 1.9286
generic ellipsoid m_R: 0.4536, shadow/(2 pi): 0.4535
generic ellipsoid, climb of 1 kT: 0.1668, m_R/e: 0.1669
temperature: 300 K, kT: 0.02585 eV
barrier: 0.50 eV, exp(-barrier/kT): 3.984e-09
saturation current 100: 0.0884 A/cm2
saturation current 111: 0.0927 A/cm2
saturation current with free A: 0.0431 A/cm2
current ratio 111/100: 1.0482
equivalent barrier shift 111/100: 0.00122 eV
donors: 1.0e+16 cm-3, band density Nc: 2.744e+19 cm-3
relative permittivity: 11.7
Fermi level below band edge: 0.205 eV
band bending: 0.295 eV
depletion width: 187 nm
peak field: 0.0289 MV/cm
peak field / rough breakdown field 0.3 MV/cm: 0.096
image-force lowering: 0.0189 eV at 3.26 nm
image-force current factor: 2.07
barrier-top quantum (mass 0.19): 0.0266 eV
tunnelling/reflection current factor: 1.046
mobility: 1200 cm2/Vs
emission velocity: 5.05e+06 cm/s, diffusion velocity: 2.56e+07 cm/s
scattering current factor: 0.835
scattering layer: 12.1 nm, mean free path: 37.3 nm
non-parabolicity: 0.5 1/eV, factor 1.0259, direct 1.0259
degeneracy correction at barrier top: 1.0e-09
donors/Nc: 3.6e-04
vacuum threshold 100, x y z valleys: 0.00, 3.69, 3.69 eV
vacuum threshold 111, x y z valleys: 2.46, 2.46, 2.46 eV
\end{verbatim}
